# Donor Diffusion by Neutral and Negative Defects: The Concentration-Dependent Diffusivity: a program that tests the result

```python
"""
Result under test: donors A+ that migrate as pairs with vacancies of charge -r
(r = 0, 1, 2) obey Fick's law with
    D_eff = h * [D0 + D1*(n/ni) + D2*(n/ni)**2],   h = 1 + C/sqrt(C**2 + 4*ni**2)
C: donor concentration, n: electron concentration, ni: intrinsic concentration,
D_r: contribution of charge state -r at n = ni, h: built-in field factor,
u = (Fermi level - intrinsic level)/kT = ln(n/ni) for Boltzmann statistics.
Model parameters are round numbers and belong to no particular material.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.special import erfcx, erfcinv

temperature = 1273.15
kT = k_boltzmann * temperature / charge          # eV
ni = 1.0e25                                      # m^-3
Nc = 2.5e26                                      # m^-3, conduction band
D_r = np.array([1.0e-19, 2.0e-19, 0.5e-19])      # m^2/s
D_i = D_r.sum()
C_surface = 1.0e26                               # m^-3
C_junction = 1.0e22                              # m^-3
anneal_time = 1800.0                             # s
orders = np.arange(3)


def electron_ratio(c):
    """n/ni from neutrality, c = C/ni."""
    return c / 2 + np.sqrt(c**2 / 4 + 1)


def field_factor(c):
    return 1 + c / np.sqrt(c**2 + 4)


def polynomial(c):
    m = electron_ratio(c)
    return D_r[0] + D_r[1] * m + D_r[2] * m**2


def D_eff(c):
    return field_factor(c) * polynomial(c)


def u_from_neutrality(c):
    """Numerical root of n - p = C with n = ni e^u, p = ni e^-u."""
    return brentq(lambda u: np.exp(u) - np.exp(-u) - c, -1, 20, xtol=1e-14)


# ---- Defect statistics against Fermi-Dirac quadrature of the electron gas
def fermi_half(eta):
    """Electron concentration / Nc of a parabolic band."""
    f = lambda s: s * s / (1 + np.exp(s * s - eta))
    return 4 / np.sqrt(np.pi) * quad(f, 0, 9, epsabs=0, epsrel=1e-10)[0]


def eta_for(density, band):
    return brentq(lambda x: fermi_half(x) - density / band, -25, 10, xtol=1e-12)


level_energy = np.array([0.0, 0.1, 0.3])         # eV, charging energies from E_i


def vacancy_weight(u):
    """Boltzmann weights of V0, V-, V= relative to V0."""
    return np.exp((-level_energy + orders * kT * u) / kT)


wide_band = 1000 * Nc                            # keeps the gas nondegenerate
u_wide = eta_for(10 * ni, wide_band) - eta_for(ni, wide_band)
growth = vacancy_weight(u_wide) / vacancy_weight(0.0)
assert np.allclose(growth, 10.0**orders, rtol=1e-3)

# ---- Field factor against finite differences of the neutrality root
for c in (0.1, 1.0, 10.0):
    step = 1e-4 * c
    slope = (u_from_neutrality(c + step) - u_from_neutrality(c - step)) / (2 * step)
    assert abs(1 + c * slope - field_factor(c)) < 1e-6

# ---- Flux of every charge state by counting biased hops between two planes
spacing, decay_length = 0.25e-9, 50e-9           # m
pair_diffusivity = np.array([3e-14, 2e-14, 1e-14])
binding = np.array([1.0, 1.3, 1.5])              # eV
formation = 3.0                                  # eV, neutral vacancy


def pairs(C, u):
    site_fraction = np.exp(-formation / kT) * vacancy_weight(u)
    return 4 * C * site_fraction * np.exp(binding / kT)


worst_hop = 0.0
for C_mid in (0.3 * ni, 2 * ni, 10 * ni):
    C_left = C_mid * np.exp(spacing / (2 * decay_length))
    C_right = C_mid * np.exp(-spacing / (2 * decay_length))
    u_left, u_right = u_from_neutrality(C_left / ni), u_from_neutrality(C_right / ni)
    bias = (1 - orders) * (u_right - u_left) / 2
    hop_flux = pair_diffusivity / spacing * (
        pairs(C_left, u_left) * np.exp(-bias) - pairs(C_right, u_right) * np.exp(bias))
    intrinsic_part = pair_diffusivity * pairs(C_mid, 0.0) / C_mid
    c = C_mid / ni
    law_flux = (intrinsic_part * electron_ratio(c)**orders * field_factor(c)
                * C_mid / decay_length)
    worst_hop = max(worst_hop, np.max(np.abs(hop_flux / law_flux - 1)))
assert worst_hop < 1e-3

# ---- Limits, with n taken from the numerical neutrality root
c_high = 1e4
m_high = np.exp(u_from_neutrality(c_high))
high_value = 2 * np.sum(D_r * m_high**orders)
assert abs(high_value / (2 * D_r[2] * c_high**2) - 1) < 1e-3
assert abs(D_eff(c_high) / high_value - 1) < 1e-5
assert abs(D_eff(1e-5) / D_i - 1) < 1e-4

# ---- Separate pair species with finite reaction rates against one equation
# Units: ni for concentration, initial Gaussian width for length, D_i = 1.
cells, box = 120, 6.0
dx = box / cells
x_cell = (np.arange(cells) + 0.5) * dx
share = D_r / D_i
pair_fraction = 3e-5
mobile_d = share / pair_fraction
reaction_rate = 1e8
t_end = 0.1
start = 5 * np.exp(-x_cell**2 / 2)


def divergence(flux):
    padded = np.concatenate([np.zeros((1,) + flux.shape[1:]), flux,
                             np.zeros((1,) + flux.shape[1:])])
    return np.diff(padded, axis=0) / dx


def pair_rates(t, y):
    grid = y.reshape(cells, 4)                   # total dopant, three pair species
    P = grid[:, 1:]
    C = grid[:, 0] - P.sum(axis=1)
    m = electron_ratio(C)
    du = np.diff(np.log(m))[:, None]
    mean_P = (P[1:] + P[:-1]) / 2
    flux = -mobile_d * (np.diff(P, axis=0) + (1 - orders) * mean_P * du) / dx
    div = divergence(flux)
    target = pair_fraction * C[:, None] * m[:, None]**orders
    rates = np.empty_like(grid)
    rates[:, 0] = -div.sum(axis=1)
    rates[:, 1:] = -div + reaction_rate * (target - P)
    return rates.ravel()


def single_rates(t, C, with_field):
    D = (D_eff(C) if with_field else polynomial(C)) / D_i
    return -divergence(-(D[1:] + D[:-1]) / 2 * np.diff(C) / dx)


P_start = pair_fraction * start[:, None] * electron_ratio(start)[:, None]**orders
y_start = np.column_stack([start + P_start.sum(axis=1), P_start]).ravel()
size = 4 * cells
pattern = diags([np.ones(size - abs(o)) for o in range(-7, 8)], list(range(-7, 8)))
tolerance = np.tile([1e-7, 1e-10, 1e-10, 1e-10], cells)
full = solve_ivp(pair_rates, (0, t_end), y_start, method="BDF", rtol=1e-5,
                 atol=tolerance, jac_sparsity=pattern.tocsc())
assert full.success
full_profile = full.y[:, -1].reshape(cells, 4)[:, 0]
deviation = {}
for with_field in (True, False):
    one = solve_ivp(single_rates, (0, t_end), start, method="LSODA", rtol=1e-7,
                    atol=1e-9, lband=1, uband=1, args=(with_field,))
    assert one.success
    deviation[with_field] = (np.max(np.abs(one.y[:, -1] - full_profile))
                             / full_profile.max())
assert deviation[True] < 0.01
assert deviation[False] > 0.05

# ---- Worked example: fixed surface concentration, similarity solution
# Units: ni for concentration, sqrt(D_i * time) for length.
c_s, c_j, c_tail = C_surface / ni, C_junction / ni, 1e-6
length_unit = np.sqrt(D_i * anneal_time)


def similarity(y_tail):
    """Integrate inward from the dilute tail, where the solution is an erfc."""
    flux = D_eff(c_tail) / D_i * c_tail / (np.sqrt(np.pi) * erfcx(y_tail / 2))

    def slope(y, state):
        D = D_eff(state[0]) / D_i
        return [-state[1] / D, -y * state[1] / (2 * D)]
    return solve_ivp(slope, (y_tail, 0), [c_tail, flux], method="LSODA",
                     rtol=1e-9, atol=1e-14, dense_output=True)


y_tail = brentq(lambda y: np.log(similarity(y).y[0, -1] / c_s), 3, 40, xtol=1e-8)
profile = similarity(y_tail)


def depth_at(c):
    return brentq(lambda y: profile.sol(y)[0] - c, 0, y_tail)


y_fine = np.linspace(0, y_tail, 4001)
dose_scaled = np.trapezoid(profile.sol(y_fine)[0], y_fine) if hasattr(
    np, "trapezoid") else np.trapz(profile.sol(y_fine)[0], y_fine)
y_j = depth_at(c_j)

# Direct time-dependent solution of the same problem
n_direct = 500
dy = (y_tail + 2) / n_direct


def direct_rates(t, c):
    D = D_eff(c) / D_i
    inner = -(D[1:] + D[:-1]) / 2 * np.diff(c) / dy
    inlet = -(D_eff(c_s) / D_i + D[0]) / 2 * (c[0] - c_s) / (dy / 2)
    return -np.diff(np.concatenate([[inlet], inner, [0.0]])) / dy


direct = solve_ivp(direct_rates, (0, 1), np.zeros(n_direct), method="LSODA",
                   rtol=1e-6, atol=1e-9, lband=1, uband=1)
assert direct.success
c_direct = direct.y[:, -1]
i = int(np.argmax(c_direct < c_j))
fraction = np.log(c_direct[i - 1] / c_j) / np.log(c_direct[i - 1] / c_direct[i])
y_j_direct = (i - 0.5 + fraction) * dy
dose_direct = c_direct.sum() * dy
assert abs(y_j_direct / y_j - 1) < 0.01
assert abs(dose_direct / dose_scaled - 1) < 0.01

# ---- Degenerate electron gas at the surface concentration
eta_i = eta_for(ni, Nc)


def u_degenerate(c):
    return brentq(lambda u: Nc / ni * fermi_half(eta_i + u) - np.exp(-u) - c,
                  0, 8, xtol=1e-12)


u_deg = u_degenerate(c_s)
n_deg = Nc * fermi_half(eta_i + u_deg)
activity_excess = Nc * np.exp(eta_i + u_deg) / n_deg
leading_excess = np.exp(n_deg / (np.sqrt(8) * Nc))
assert abs(activity_excess / leading_excess - 1) < 0.01
step = 1e-3 * c_s
h_deg = 1 + c_s * (u_degenerate(c_s + step) - u_degenerate(c_s - step)) / (2 * step)
D_deg = h_deg * np.sum(D_r * np.exp(orders * u_deg))
assert h_deg > 2

# ---- Output
print(f"temperature = {temperature:.2f} K, kT = {kT:.5f} eV")
print(f"intrinsic concentration ni = {ni:.2e} m^-3")
print(f"band density Nc = {Nc:.2e} m^-3")
print("D0, D1, D2 =", ", ".join(f"{d:.2e}" for d in D_r), "m^2/s")
print(f"intrinsic diffusivity D_i = {D_i:.3e} m^2/s")
print("C (m^-3) | n/ni | h | polynomial (m^2/s) | D_eff (m^2/s)")
for C in (1e23, 1e24, 1e25, 3e25, 1e26):
    c = C / ni
    print(f"{C:.1e} | {electron_ratio(c):.4f} | {field_factor(c):.4f} | "
          f"{polynomial(c):.4e} | {D_eff(c):.4e}")
terms = D_r * electron_ratio(c_s)**orders
print("surface terms r=0,1,2 =", ", ".join(f"{v:.4e}" for v in terms), "m^2/s")
print(f"surface D_eff / D_i = {D_eff(c_s) / D_i:.2f}")
print(f"hop counting: largest relative flux error = {worst_hop:.1e}")
print(f"pair model vs D_eff with h: max deviation/peak = {deviation[True]:.2e}")
print(f"pair model vs polynomial only: max deviation/peak = {deviation[False]:.3f}")
print(f"surface concentration = {C_surface:.2e} m^-3")
print(f"anneal time = {anneal_time:.0f} s")
print(f"length unit sqrt(D_i t) = {length_unit * 1e9:.2f} nm")
for C in (5e25, 1e25, 1e24, C_junction):
    print(f"depth where C = {C:.1e} m^-3: {depth_at(C / ni) * length_unit * 1e9:.1f} nm")
y_constant = 2 * erfcinv(c_j / c_s)
print(f"depth at {C_junction:.1e} m^-3, constant D_i: "
      f"{y_constant * length_unit * 1e9:.1f} nm")
print(f"ratio of these two depths = {y_j / y_constant:.2f}")
print(f"depth at {C_junction:.1e} m^-3, direct solution: "
      f"{y_j_direct * length_unit * 1e9:.1f} nm")
print(f"dose, similarity solution = {dose_scaled * ni * length_unit:.3e} m^-2")
print(f"dose, direct solution = {dose_direct * ni * length_unit:.3e} m^-2")
dose_constant = 2 * C_surface * length_unit / np.sqrt(np.pi)
print(f"dose, constant D_i = {dose_constant:.3e} m^-2")
print(f"degenerate gas at surface: n/ni = {n_deg / ni:.3f}, e^u = {np.exp(u_deg):.3f}")
print(f"activity/n = {activity_excess:.4f}, leading formula = {leading_excess:.4f}")
print(f"degenerate h = {h_deg:.4f}, D_eff = {D_deg:.4e} m^2/s")
print(f"degenerate / Boltzmann D_eff = {D_deg / D_eff(c_s):.3f}")
print("every check passed")
```

Printed output:

```
temperature = 1273.15 K, kT = 0.10971 eV
intrinsic concentration ni = 1.00e+25 m^-3
band density Nc = 2.50e+26 m^-3
D0, D1, D2 = 1.00e-19, 2.00e-19, 5.00e-20 m^2/s
intrinsic diffusivity D_i = 3.500e-19 m^2/s
C (m^-3) | n/ni | h | polynomial (m^2/s) | D_eff (m^2/s)
1.0e+23 | 1.0050 | 1.0050 | 3.5151e-19 | 3.5326e-19
1.0e+24 | 1.0512 | 1.0499 | 3.6551e-19 | 3.8376e-19
1.0e+25 | 1.6180 | 1.4472 | 5.5451e-19 | 8.0249e-19
3.0e+25 | 3.3028 | 1.8321 | 1.3060e-18 | 2.3926e-18
1.0e+26 | 10.0990 | 1.9806 | 7.2193e-18 | 1.4298e-17
surface terms r=0,1,2 = 1.0000e-19, 2.0198e-18, 5.0995e-18 m^2/s
surface D_eff / D_i = 40.85
hop counting: largest relative flux error = 5.1e-06
pair model vs D_eff with h: max deviation/peak = 9.49e-04
pair model vs polynomial only: max deviation/peak = 0.117
surface concentration = 1.00e+26 m^-3
anneal time = 1800 s
length unit sqrt(D_i t) = 25.10 nm
depth where C = 5.0e+25 m^-3: 139.8 nm
depth where C = 1.0e+25 m^-3: 200.6 nm
depth where C = 1.0e+24 m^-3: 219.9 nm
depth where C = 1.0e+22 m^-3: 244.8 nm
depth at 1.0e+22 m^-3, constant D_i: 138.1 nm
ratio of these two depths = 1.77
depth at 1.0e+22 m^-3, direct solution: 244.8 nm
dose, similarity solution = 1.291e+19 m^-2
dose, direct solution = 1.291e+19 m^-2
dose, constant D_i = 2.832e+18 m^-2
degenerate gas at surface: n/ni = 10.087, e^u = 11.462
activity/n = 1.1524, leading formula = 1.1533
degenerate h = 2.1201, D_eff = 1.8998e-17 m^2/s
degenerate / Boltzmann D_eff = 1.329
every check passed
```
